# Hydrogen hopping by tunnelling: the Flynn–Stoneham rate and its coincidence energy

Q. A hydrogen atom sits in an interstitial site of a solid, perhaps in a layer meant to stop its diffusion. You say it reaches the next site by tunnelling, yet its hop rate is thermally activated. Tunnelling needs no activation. What is the heat for?

A. It is for the lattice. The atom pushes its neighbours aside, and this relaxation lowers its energy where it sits. The empty site next to it is unrelaxed, so its hydrogen level lies higher. Tunnelling becomes effective when a lattice fluctuation brings the two levels together.

To make this quantitative, take mass-weighted normal coordinates $Q_q$ with frequencies $\omega_q$. Hydrogen moves fast compared with the lattice, so at fixed $Q$ it occupies its ground level in site $a=L$ or $R$. That level includes the zero-point energy. To first order in the displacements it shifts by $-\sum_q F_{aq}Q_q$, where $F_{aq}$ is the force on mode $q$ averaged over the zero-point cloud. Dropping a common constant and the mode index,

$$V_a(Q)=\sum\left(\tfrac12\omega^2Q^2-F_aQ\right).$$

The minimum is at $Q_a=F_a/\omega^2$, with energy $-E_{st}$, where $E_{st}=\tfrac12\sum F_a^2/\omega^2$ is the self-trapping energy. Equivalent sites have equal $E_{st}$. I assume a harmonic lattice whose frequencies do not depend on which site is occupied. Only lattice vibrations are coupled to the hydrogen here. In a metal the conduction electrons also respond to the hop; they reduce the effective tunnelling element and change the low-temperature rate, and this is left out.

Q. Then the lattice must undo the relaxation, and the activation energy is $E_{st}$.

A. In general it need not undo all of it. We want the cheapest lattice configuration with $V_L=V_R$. Write $\Delta F=F_R-F_L$ and $d=Q_R-Q_L=\Delta F/\omega^2$. The condition is $\sum\Delta F\,Q=0$. Minimizing $V_L$ with a multiplier $\mu$ gives

$$\omega^2Q-F_L-\mu\,\Delta F=0\quad\Rightarrow\quad Q=Q_L+\mu d.$$

Inserting this in the condition requires $\sum\Delta F\,F_L/\omega^2+\mu\sum\Delta F^2/\omega^2=0$. With $K=\sum F_LF_R/\omega^2$, the first sum is $K-2E_{st}$ and the second is $4E_{st}-2K$. Hence $\mu=\tfrac12$: the best configuration lies midway between the two relaxed ones. Its energy above the relaxed state is the coincidence energy

$$E_c=\tfrac12\sum\omega^2\left(\tfrac d2\right)^2=\frac{\lambda}{4},\qquad \lambda=\tfrac12\sum\omega^2d^2 .$$

Here $\lambda$ is the reorganization energy, the cost of placing the atom in R while the lattice is still relaxed around L. In terms of forces,

$$E_c=\frac18\sum\frac{(F_L-F_R)^2}{\omega^2}=\frac{E_{st}}2-\frac K4 .$$

So $E_c$ is half the self-trapping energy when the two distortions do not overlap, $K=0$. For neighbouring sites $K$ generally matters. In the extreme case where the two sites push every mode equally hard in opposite directions, $K=-2E_{st}$ and $E_c=E_{st}$: the relaxation must then be undone completely. A numerical minimization with random forces on six modes reproduced the formula and gave $E_c/E_{st}=0.27$.

Q. At coincidence the atom still has to cross. What sets the strength of the tunnelling?

A. Suppose a symmetry of the crystal exchanges the two sites. In the midway configuration the hydrogen then sees a symmetric double well. In the basis of its two localized ground states, with a level difference $X=V_R-V_L$, the Hamiltonian is

$$\begin{pmatrix}-X/2&J\\J&X/2\end{pmatrix},\qquad E_\pm=\pm\tfrac12\sqrt{X^2+4J^2}.$$

At $X=0$ the splitting is $2|J|$, so $|J|$ is half the ground splitting of the double well. Numerically, tilting a quartic well changes its gap as $\sqrt{X^2+4J^2}$ to within 0.1%, for a tilt comparable with $J$. I take $J$ to be independent of $Q$, the Condon approximation. If lattice motion also modulates the barrier, $J$ acquires its own temperature dependence and what follows must be amended.

Q. Now the rate. I have heard it called second-order tunnelling. Does the atom pass through an intermediate site?

A. No. The amplitude is first order in $J$ and the probability is second order. Let $H_a$ be the lattice kinetic energy plus $V_a$. Starting in L with lattice state $|i\rangle$, the first-order amplitude in R is

$$|\psi_R(t)\rangle=-\frac{iJ}{\hbar}\int_0^t dt'\,e^{-iH_R(t-t')/\hbar}e^{-iH_Lt'/\hbar}|i\rangle .$$

Take its squared norm, with a second time $t''$ from the conjugate factor, and average over the thermal state of $H_L$. The two $H_R$ exponentials combine into $e^{-iH_R(t''-t')/\hbar}$. The thermal state commutes with $H_L$, so the outer exponentials combine under the trace as well:

$$P_R(t)=\frac{J^2}{\hbar^2}\int_0^t\!\!\int_0^t dt'dt''\,C(t''-t'),\qquad C(\tau)=\left\langle e^{iH_L\tau/\hbar}e^{-iH_R\tau/\hbar}\right\rangle_L .$$

A given difference $\tau$ occurs over a length $t-|\tau|$ of the square, so $P_R=(J^2/\hbar^2)\int_{-t}^t(t-|\tau|)C(\tau)d\tau$. Differentiating,

$$\frac{dP_R}{dt}=\frac{J^2}{\hbar^2}\int_{-t}^{t}C(\tau)\,d\tau .$$

If $C$ decays quickly, this settles to a constant while $P_R$ is still small. That constant is the hop rate $\Gamma$.

Q. You need $C$ for very many modes. Can it be found without approximation?

A. Yes, for this harmonic model, because $H_R$ is $H_L$ displaced. For one mode let $y=Q-Q_L$, with momentum $p$. The operator $D=e^{-ipd/\hbar}$ shifts $y$ by $d$, so $H_R=DH_LD^\dagger$ and

$$e^{iH_Lt/\hbar}e^{-iH_Rt/\hbar}=e^{iH_Lt/\hbar}De^{-iH_Lt/\hbar}D^\dagger=e^{-ip(t)d/\hbar}\,e^{ip(0)d/\hbar},$$

where $p(t)=p\cos\omega t-\omega y\sin\omega t$. Call the two exponents $A$ and $B$. Their commutator is a number, so $e^Ae^B=e^{A+B}e^{[A,B]/2}$. In a thermal oscillator state a linear form is Gaussian, so $\langle e^{A+B}\rangle=e^{\langle(A+B)^2\rangle/2}$.

With $n$ the Bose occupation, $\langle p^2\rangle=\omega^2\langle y^2\rangle=\hbar\omega(n+\tfrac12)$, and the symmetrized cross term vanishes. Therefore

$$\langle[p(t)-p]^2\rangle=\hbar\omega(n+\tfrac12)\left[(\cos\omega t-1)^2+\sin^2\omega t\right]=\hbar\omega(2n+1)(1-\cos\omega t).$$

The commutator is $[p(t),p]=-\omega\sin\omega t\,[y,p]=-i\hbar\omega\sin\omega t$. Defining $S=\omega d^2/2\hbar$ and multiplying over modes,

$$C(t)=\exp\left\{-\sum S\left[(2n+1)(1-\cos\omega t)+i\sin\omega t\right]\right\}.$$

Since $S\hbar\omega=\tfrac12\omega^2d^2$, we have $\sum S\hbar\omega=\lambda$. Matrix traces for one mode confirm this expression.

Q. The integrand oscillates rapidly, and the answer should be exponentially small. Expanding there looks dangerous.

A. So move the integration line first. Let $\beta=1/k_BT$ and $x=\beta\hbar\omega/2$, so that $2n+1=\coth x$. Then

$$\coth x\cos\omega t-i\sin\omega t=\frac{\cosh x\cos\omega t-i\sinh x\sin\omega t}{\sinh x}=\frac{\cos(\omega t+ix)}{\sinh x}.$$

Put $t=s-i\hbar\beta/2$ with $s$ real. Then $\omega t+ix=\omega s$, and the exponent becomes real:

$$C=\exp\left\{-\sum S\left[\coth x-\frac{\cos\omega s}{\sinh x}\right]\right\}.$$

One point needs care. For a continuous phonon spectrum the cosine sum dies out at long times, and $C$ tends to $C_\infty=\exp(-\sum S\coth x)$. This constant describes tunnelling that leaves the phonons unchanged. It is coherent, and it does not belong in a hop rate. We subtract it. The difference $C-C_\infty$ vanishes at both ends, so the line may be shifted:

$$\Gamma=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}ds\,\left[C(s-i\hbar\beta/2)-C_\infty\right].$$

Q. Where does the activation come from now?

A. From the value at $s=0$. Since $\coth x-1/\sinh x=(\cosh x-1)/\sinh x=\tanh(x/2)$,

$$C=\exp\left[-\sum S\tanh\frac{\beta\hbar\omega}{4}\right]\exp\left[-\sum S\,\frac{1-\cos\omega s}{\sinh x}\right].$$

At high temperature $\tanh(\beta\hbar\omega/4)\approx\beta\hbar\omega/4$, so the first exponent is $-\beta\lambda/4=-\beta E_c$. In the second, $\sinh x\approx\beta\hbar\omega/2$ and $1-\cos\omega s\approx\omega^2s^2/2$, which gives

$$-\sum S\,\frac{\omega^2s^2}{2}\,\frac{2}{\beta\hbar\omega}=-\frac{\lambda s^2}{\beta\hbar^2}.$$

The Gaussian integral is $\hbar\sqrt{\pi\beta/\lambda}=\hbar\sqrt{\pi\beta/4E_c}$. With strong coupling $C_\infty$ is negligible beside the peak, and

$$\boxed{\Gamma_{FS}=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{4E_ck_BT}}\;e^{-E_c/k_BT}}$$

This is the high-temperature Flynn–Stoneham rate for one hop to one neighbouring site.

Q. You have piled up approximations. Has the whole chain been compared with plain quantum dynamics?

A. Yes, for two sites coupled to a single mode. In units of the mode quantum, the parameters were $E_c=6$, $k_BT=3$ and $J=0.01$. The Schrödinger equation was solved for the full Hamiltonian, from a thermal start in L, without assuming a rate. One mode returns to its starting phase after each period, so it has no lasting rate. Between the initial transient and the first return, however, the population of R grows steadily. Its slope was 1.0078 times $\Gamma_{FS}$.

Q. Is the remaining 0.8% numerical error?

A. No, it is the first quantum correction of the lattice. Let $M_2=\sum S\hbar\omega(\hbar\omega)^2/\lambda$, the mean squared phonon energy weighted by each mode's share of $\lambda$. There are three contributions.

First, $\tanh(x/2)\approx x/2-x^3/24$. The cubic term adds to the exponent

$$\sum S\,\frac{(\beta\hbar\omega)^3}{192}=\frac{\beta^3\lambda M_2}{192}=\frac{\beta^3E_cM_2}{48}.$$

Second, $1/\sinh x\approx(1-x^2/6)/x$. The coefficient of $s^2$ is multiplied by $1-\beta^2M_2/24$. The Gaussian integral varies as its inverse square root, which adds $\beta^2M_2/48$ to the logarithm.

Third, the next cosine term contributes $+s^4\sum S\omega^4/(24\sinh x)\approx s^4\lambda M_2/(12\beta\hbar^4)$. The Gaussian has variance $\sigma^2=\beta\hbar^2/2\lambda$ and $\langle s^4\rangle=3\sigma^4=3\beta^2\hbar^4/4\lambda^2$. The mean is $\beta M_2/16\lambda=\beta M_2/64E_c$. Altogether, to first order in $M_2$,

$$\ln\frac{\Gamma}{\Gamma_{FS}}\approx M_2\left[\frac{\beta^3E_c}{48}+\frac{\beta^2}{48}+\frac{\beta}{64E_c}\right].$$

For the single mode $M_2=1$, and the formula predicts a ratio of 1.0078, in agreement with the dynamics.

The first term shows what "high temperature" means. Comparing $k_BT$ with the phonon energies does not settle it: when $E_c$ exceeds $k_BT$ we need $E_cM_2\ll48(k_BT)^3$, so a larger $E_c$ requires a higher temperature. The sign also makes sense. Quantum lattice motion, zero-point motion included, reaches coincidence more readily than classical motion does.

Q. Can I see the rate without imaginary times?

A. In the classical limit, yes. In the relaxed L state $X=V_R-V_L=\lambda-\sum\omega^2d\,y$. Its mean is $\lambda$. Since $\langle y^2\rangle=k_BT/\omega^2$, its variance is $k_BT\sum\omega^2d^2=2\lambda k_BT$. The probability density at coincidence is therefore

$$\langle\delta(X)\rangle=\frac{e^{-\lambda^2/(4\lambda k_BT)}}{\sqrt{4\pi\lambda k_BT}}=\frac{e^{-E_c/k_BT}}{4\sqrt{\pi E_ck_BT}} .$$

Multiplication by $2\pi J^2/\hbar$ gives $\Gamma_{FS}$.

The factor comes from single passages. Near coincidence $X\approx\dot Xt$, and the first-order amplitude has modulus $(J/\hbar)\left|\int e^{i\dot Xt^2/2\hbar}dt\right|$. The squared integral is $2\pi\hbar/|\dot X|$, so each passage transfers the probability $p=2\pi J^2/(\hbar|\dot X|)$, the weak Landau–Zener result. Passages occur at the rate $\langle|\dot X|\delta(X)\rangle$. The speed cancels in the product. That is why no phonon frequency appears in the prefactor, in contrast to a classical jump over a barrier.

Q. If $J$ is large, $p$ could exceed one.

A. Then second order fails. The mean square speed is $\langle\dot X^2\rangle=k_BT\sum\omega^4d^2=2\lambda k_BTM_2/\hbar^2$. At the root-mean-square speed, smallness of $p$ requires

$$\frac{2\pi J^2}{\sqrt{8E_ck_BT\,M_2}}\ll1 .$$

Q. What if the second site is not equivalent, say next to an impurity or an interface?

A. Let the relaxed energy in R be higher than that in L by $\Delta$, with $J$ and the mode frequencies unchanged. Here $E_c$ stands for $\lambda/4$; it is no longer the coincidence energy itself. The mean of $X$ becomes $\lambda+\Delta$, while its variance is unchanged. The classical rate becomes

$$\Gamma_{L\to R}=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{4E_ck_BT}}\exp\left[-\frac{(4E_c+\Delta)^2}{16E_ck_BT}\right].$$

The reverse rate has $-\Delta$. The two activation energies differ by $[(4E_c+\Delta)^2-(4E_c-\Delta)^2]/16E_c=\Delta$, so the rates obey detailed balance. For small $\Delta$ the uphill activation energy is $E_c+\Delta/2$.

Q. Give me numbers, with the isotope effect.

A. Take a model with round parameters, not a particular material. The hydrogen moves in $V_b[1-(x/a)^2]^2$ with $V_b=500$ meV and sites $2a=0.8$ Å apart. Let $E_c=100$ meV, so $\lambda=400$ meV, and let a smooth phonon spectrum end at 20 meV. It has $\sqrt{M_2}=13.5$ meV.

For H the zero-point energy along the hop is 154 meV, well below the barrier top, and $J=0.282$ meV. At 200 K, $k_BT=17.2$ meV. The factors are

- $J^2/\hbar=1.211\times10^{11}$ meV/s,
- $\sqrt{\pi/(4E_ck_BT)}=0.02135$ meV$^{-1}$,
- $e^{-E_c/k_BT}=e^{-5.802}=3.02\times10^{-3}$.

Their product is $\Gamma_{FS}=7.8\times10^6$ s$^{-1}$. The Landau–Zener parameter is $3\times10^{-4}$, so second order in $J$ is safe.

For D the zero-point energy falls to 110 meV and $J$ to 0.0081 meV. With the same $E_c$ the rate is $6.4\times10^3$ s$^{-1}$, lower by a factor $(J_H/J_D)^2\approx1200$. In this approximation the isotope ratio does not depend on temperature.

Q. Why should $E_c$ be the same for both isotopes?

A. That is an assumption. The lattice forces are averages over the zero-point cloud, and the cloud of D is narrower. If this changes $E_c$ by $\delta E_c$, the ratio acquires a factor $e^{\pm\delta E_c/k_BT}$, besides a small change from the prefactor, and does depend on temperature.

Q. Is 200 K a high temperature for this lattice?

A. Reasonably high. The full second-order integral exceeds $\Gamma_{FS}$ by 9%. The three correction terms are $0.074$, $0.013$ and $0.002$; their sum also gives 9%. The first term, which is proportional to $E_c$, dominates, as expected from the criterion above.

For H at other temperatures:

| $T$ (K) | $\Gamma_{FS}$ (s$^{-1}$) | full/$\Gamma_{FS}$ | excited/ground |
|---|---|---|---|
| 100 | $3.3\times10^4$ | 1.83 | $5\times10^{-11}$ |
| 150 | $1.3\times10^6$ | 1.21 | $2\times10^{-6}$ |
| 200 | $7.8\times10^6$ | 1.09 | $3\times10^{-4}$ |
| 300 | $4.4\times10^7$ | 1.03 | 0.06 |
| 600 | $2.2\times10^8$ | 1.005 | 10 |

At 100 K the classical-lattice formula is too low by almost a factor of two, and the first correction, 1.91, slightly overshoots the full ratio. On further cooling, $\sum S\tanh(\beta\hbar\omega/4)$ saturates at $\sum S$ instead of growing as $1/T$, so $E_c$ ceases to act as an activation energy.

Q. The last column worries me. At 600 K the formula matches the full integral to 0.5%, yet something else is ten times larger.

A. That column estimates a process which both of them omit: hopping from the first excited hydrogen level in one site to the same level in the next. For H this level lies 269 meV higher, but its tunnelling element is $J_1=12.3$ meV. With the same $E_c$ for both levels, the channel ratio is

$$\left(\frac{J_1}{J}\right)^2e^{-\text{gap}/k_BT}.$$

The first factor is about 1900. At 200 K the Boltzmann factor suppresses it; at 600 K it no longer does. The factor of ten is only an indication. With $J_1$ in place of $J$, the Landau–Zener parameter at 200 K is $1900\times3.2\times10^{-4}\approx0.6$. It varies as $T^{-1/2}$, so at 600 K it is still about 0.35, and second order is unreliable for that channel. Still, the ground-level formula cannot be trusted at 600 K in this model.

Nor does the column cover everything omitted. The atom can also change its level as it hops, from ground to excited or back. With the gap $g$ of the symmetric well, such hops have an estimated activation energy of $(4E_c+g)^2/16E_c\approx280$ meV, counting the heat needed to populate the excited level. The tilt that aligns the two levels widens the gap and raises this to about 305 meV. The hop between two excited levels needs $g+E_c=369$ meV. At 200 K and below, the level-changing hops can therefore be the larger omission, so a small entry in the column does not by itself bound the error.

The temperature window is thus bounded on both sides: the lattice should be nearly classical while the hydrogen remains in its ground level. It is open here because the model phonons are soft; in a stiffer lattice $M_2$ is larger, the lower bound $E_cM_2\ll48(k_BT)^3$ rises, and the window may close altogether. For D the window closes sooner, mainly because its gap is only 204 meV; its ratio $(J_1/J)^2$ is also larger, about 8000. Its excited channel is already estimated at 6% of the ground channel at 200 K, and level-changing hops add a comparable amount.

Q. If I measured the rate for H in this model near 200 K and drew an Arrhenius plot, would the slope give me 100 meV?

A. No. The apparent activation energy is $E_{app}=-d\ln\Gamma/d\beta$. From $\ln\Gamma_{FS}=\text{const}+\tfrac12\ln\beta-\beta E_c$ and the quantum correction,

$$E_{app}\approx E_c-\frac{k_BT}{2}-M_2\left[\frac{\beta^2E_c}{16}+\frac{\beta}{24}+\frac1{64E_c}\right].$$

The prefactor lowers 100 meV to 91.4 meV, and the lattice correction lowers it further to 87.1 meV. The full integral gives 87.2 meV. A slope read directly as the coincidence energy would therefore be about 13% too small here. The remaining values are in the numerical output below.

## Table of computed values

```
TESTS ON SMALL MODELS
Ec by search / by force formula: 1.000000
Ec / self-trapping energy, random forces: 0.2710
coincidence density, quadrature/formula: 1.000000
dynamics model, quantum = 1: Ec=6.0, kT=3.0, J=0.01
full dynamics / Flynn-Stoneham rate: 1.00777
ratio expected from quantum correction: 1.00784
Landau-Zener propagation / weak formula: 0.979
WORKED EXAMPLE: INPUTS
site separation: 0.8 angstrom
barrier at coincidence: 500 meV
coincidence energy Ec: 100 meV; lam: 400 meV
highest phonon energy: 20 meV
total Huang-Rhys factor: 32.81
M2: 181.8 meV^2; its root: 13.48 meV
temperature: 200 K; kT: 17.235 meV
Ec/kT: 5.802; exp(-Ec/kT): 3.0207e-03
sqrt(pi/(4 Ec kT)): 0.02135 1/meV
HYDROGEN ISOTOPES AT THIS TEMPERATURE
H: zero-point energy along hop: 153.8 meV
H: J: 0.28236 meV; excited J1: 12.329 meV
H: excitation gap: 269.3 meV
H: J^2/hbar: 1.2112e+11 meV/s
H: Flynn-Stoneham rate: 7.8106e+06 1/s
H: full second-order rate: 8.5207e+06 1/s
H: Landau-Zener smallness parameter: 3.16e-04
H: excited/ground channel estimate: 3.12e-04
D: zero-point energy along hop: 110.4 meV
D: J: 0.00809 meV; excited J1: 0.726 meV
D: excitation gap: 204.3 meV
D: J^2/hbar: 9.9415e+07 meV/s
D: Flynn-Stoneham rate: 6.4107e+03 1/s
D: full second-order rate: 6.9935e+03 1/s
D: Landau-Zener smallness parameter: 2.60e-07
D: excited/ground channel estimate: 5.74e-02
rate ratio H/D: 1218.4
apparent activation energy, full: 87.21 meV
Ec - kT/2: 91.38 meV
with quantum correction: 87.09 meV
TEMPERATURE TABLE FOR H
T/K, FS rate/(1/s), full/FS, corrected/FS, excited/ground
100, 3.337e+04, 1.8317, 1.9084, 5.1e-11
150, 1.304e+06, 1.2148, 1.2217, 1.7e-06
200, 7.811e+06, 1.0909, 1.0924, 3.1e-04
300, 4.412e+07, 1.0289, 1.0291, 5.7e-02
600, 2.158e+08, 1.0047, 1.0047, 1.0e+01
```
